# Image and grid errors in untruncated monolayer \(G_0W_0\) gaps, part 2

Is a monolayer \(G_0W_0\) gap, computed without Coulomb truncation at period \(L=15\) Å on a 12×12 grid, converged or right only by cancellation? Algebra is in atomic units; with lengths in Å, multiply by \(14.3996\) eV Å to get eV.

The layer is a sheet of polarizability \(\alpha\), with \(r_0=2\pi\alpha\), \(x=r_0q\), \(y=qL\) and \(\chi_{GG'}=-\alpha q^2/L\). The square lattice has constant \(a\), the \(N\times N\) grid step \(h=2\pi/Na\). With \(W=v+W_p\), \(u=qW/2\pi\), \(f=e^{-\sigma^2q^2}\) and a constant \(E_0\) for everything else,
\[
E_{\rm gap}=E_0+\int\!\frac{d^2q}{(2\pi)^2}\,f\,W=E_0+\int_0^\infty\! dq\,f(q)\,u(q).
\]
The isolated layer has \(u_{\rm iso}=1/(1+x)\). The stack has \(u(q,k_z)=S/(1+xS)\), \(S=\sinh y/(\cosh y-\cos k_zL)\), with \(k_z\) average
\[
u_L=\frac1{\sqrt{1+2x\coth qL+x^2}}<u_{\rm iso}.
\]
The image error is
\[
\Delta_L=\int_0^\infty dq\,f\,(u_L-u_{\rm iso})<0 .
\]

The grid error \(\Delta_N\), relative to the converged stack, is the \(\Gamma\)-cell error \(\Delta_\Gamma>0\) plus the midpoint error of the other cells. By default, those are averaged over \(k_z\), and exchange and correlation share the grid. The \(\Gamma\) cell spans its whole \(k_z\) column and freezes \(f\) and the dielectric matrix at \(q\to0\):
\[
u_{\rm head}=1+\frac2\pi\left[\frac1{\sqrt\epsilon}\arctan\frac{\pi}{Lq\sqrt\epsilon}-\arctan\frac{\pi}{Lq}\right]\ge\epsilon^{-1/2},\qquad \epsilon=1+\frac{2r_0}{L}.
\]
For a sampled \(F\sim\sum_k c_kq^k\) at small \(q\),
\[
h^2\sum_{(m,n)\ne0}F-\int d^2q\,F\;\sim\;\sum_k c_k\,Z(-k/2)\,h^{k+2},
\]
with \(Z(\tfrac12)=-3.9003\), \(Z(0)=-1\), \(Z(-\tfrac12)=-0.2288\). A small \(\Gamma\) cell contributes \(4\ln(1+\sqrt2)\,h/(2\pi\sqrt\epsilon)\), so on fine grids
\[
\Delta_N\to\frac{C\,h}{2\pi\sqrt\epsilon},\qquad C=-3.9003+3.5255=-0.3748.
\]
On coarse enough grids \(\Delta_N>0\). The scaling argument makes the other-cell error independent of \(N\) for \(1/r_0\ll h\ll1/\sigma\), \(hL\gtrsim1\).

The static limit neglects the intermediate-state energy \(\delta=q^2/2m\) against the pole energy \(\Omega\) of \(W_p\) (strength \(g^2\)). No renormalization factor, also written \(Z\), is applied.

Example: \(a=3\) Å, \(r_0=40\) Å, \(\sigma=2\) Å, \(E_0=2\) eV, \(L=15\) Å, \(N=12\).

### What "only by cancellation" means

The error of the untruncated calculation relative to the isolated converged gap is identically
\[
E(L,N)-E_{\rm iso}=\underbrace{E(L,\infty)-E_{\rm iso}}_{\Delta_L}+\underbrace{E(L,N)-E(L,\infty)}_{\Delta_N}.
\]
Since \(\Delta_L<0\) strictly, a vanishing sum requires \(\Delta_N=|\Delta_L|>0\), which defines \(N^*(L)\) on the coarse side of the sign change. For a finite tolerance, the sum is small either near \(N^*(L)\) or when both terms are separately below the tolerance. If \(|\Delta_L|\) exceeds the tolerance, cancellation is the only way. The statement concerns this long-wavelength term; errors in \(E_0\), such as the mean-field starting point or the number of bands, can disguise things further and are outside the model.

### Numbers

Take round parameters, tied to no material: \(a=3\) Å, \(r_0=40\) Å, \(\sigma=2\) Å, \(E_0=2\) eV, \(L=15\) Å, \(N=12\). Then \(h=2\pi/36=0.1745\) Å\(^{-1}\), \(hL=2.618\), \(r_0h=6.981\), \(\epsilon=1+80/15=6.3333\) and \(\epsilon^{-1/2}=0.3974\). At the cell edge \(q=h/2=0.0873\) Å\(^{-1}\), \(x=6.981/2=3.49\) and \(u_{\rm iso}=1/4.49=0.2227\). The stack has \(u_L=0.2169\), only slightly lower, while the frozen head has \(u_{\rm head}=0.4440\), twice too large. At \(q\to0\) the roles differ: the head is exact for the stack, \(0.3974\), but the isolated layer has \(1\). The first discrepancy builds \(\Delta_\Gamma\), the second \(\Delta_L\).

Four decimals are kept in the sums only so that they can be followed; they describe the model and imply no such accuracy for a real layer. The isolated term is \(1.0035\) eV, so \(E_{\rm iso}=2+1.0035=3.0035\) eV (0.110 Ha). The image error is \(\Delta_L=-0.148\) eV (\(-0.0054\) Ha). The \(\Gamma\) cell gives \(+0.166\) eV, of which \(0.008\) eV comes from freezing \(f\), and the other cells give \(-0.046\) eV, so \(\Delta_N=0.166-0.046=0.120\) eV (0.0044 Ha). The untruncated coarse gap is \(3.0035-0.1479+0.1199=2.9755\) eV (0.109 Ha). It misses \(E_{\rm iso}\) by \(-0.028\) eV, about 1% of the gap, although each error is four to five times larger. Converging the grid at the same \(L\) gives \(3.0035-0.1479=2.8556\) eV.

Grid scan at \(L=15\) Å, in eV, with "total" relative to \(E_{\rm iso}\):

| \(N\) | \(\Delta_\Gamma\) | other | \(\Delta_N\) | total |
|---|---|---|---|---|
| 6 | 0.709 | −0.053 | 0.655 | 0.508 |
| 9 | 0.312 | −0.050 | 0.262 | 0.114 |
| 12 | 0.166 | −0.046 | 0.120 | −0.028 |
| 18 | 0.064 | −0.039 | 0.025 | −0.123 |
| 24 | 0.030 | −0.032 | −0.001 | −0.149 |
| 48 | 0.005 | −0.016 | −0.012 | −0.160 |

The other-cell column is nearly flat on coarse grids, as the scaling argument requires. Treating \(N\) as continuous, the total vanishes at \(N^*=11.2\) and \(\Delta_N\) changes sign at \(N=23.5\). At \(N=48\) the two errors add, and the total lies below \(\Delta_L\).

Spacing scan at \(N=12\), in eV:

| \(L\) (Å) | \(\Delta_L\) | \(\Delta_N\) | total | \(N^*\) |
|---|---|---|---|---|
| 10 | −0.195 | 0.063 | −0.132 | 8.4 |
| 15 | −0.148 | 0.120 | −0.028 | 11.2 |
| 20 | −0.118 | 0.174 | 0.056 | 13.8 |
| 30 | −0.083 | 0.270 | 0.187 | 18.6 |
| 60 | −0.039 | 0.460 | 0.421 | 31.3 |

On this coarse grid, adding vacuum shrinks \(|\Delta_L|\) but enlarges \(\Delta_N\), because \(\epsilon\to1\) pushes the lower bound \(\epsilon^{-1/2}\) of \(u_{\rm head}\) to one. In the fine-grid regime \(hL\ll1\) the trend is opposite, since \(Ch/(2\pi\sqrt\epsilon)\) becomes more negative as \(\epsilon\) falls. From \(L=15\) Å, \(N=12\), doubling either parameter alone makes the answer worse: \(-0.149\) eV for \(N=24\), \(+0.187\) eV for \(L=30\) Å. A converged result would not move.

### Truncation alone does not rescue the coarse grid

As \(L\to\infty\) at fixed \(h\), \(u_{\rm head}\to1\) and \(u_L\to u_{\rm iso}\) at the grid points. The limit equals a truncated calculation that uses the \(q\to0\) value \(u=1\) across the \(\Gamma\) cell (tested at \(L=10^5\) Å). Its error relative to \(E_{\rm iso}\) is \(0.80\) eV at \(N=12\) and still \(0.08\) eV at \(N=48\). The cause is that \(W_p=(2\pi/q)(u_{\rm iso}-1)=-2\pi r_0/(1+x)\) is finite and largest at \(q=0\), yet the rule sets it to zero in the whole cell. With \(c_0=-2\pi r_0\) and \(c_1=2\pi r_0^2\), the lattice formula gives for the correlation part, when \(r_0h\ll1\),
\[
\frac{h^2}{(2\pi)^2}\left[c_0Z(0)+c_1Z(-\tfrac12)h\right]=\frac{r_0h^2}{2\pi}\left[1+Z(-\tfrac12)\,r_0h\right],
\]
which is tested at \(N=400\).

Integrating the true \(fW_{\rm iso}(q)\) over the \(\Gamma\) cell leaves only the midpoint error of the other cells: \(-0.047\) eV at \(N=12\), \(-0.027\) eV at \(N=48\). At \(N=12\) this is larger in size than the \(-0.028\) eV of the accidental result, so agreement with a target value does not rank the two calculations. The truncated one has no \(L\) dependence in this model and shrinks steadily along the scan. It shrinks slowly: flat for \(r_0h\gg1\) by the scaling argument, and as \(Ch/2\pi\) for \(r_0h\ll1\), where \(c_{-1}=2\pi\) and the \(c_0h^2\) from the cell cancels \(c_0Z(0)h^2\). Averaging \(W\) over the neighbouring cells as well removes their share of it.

### How the sign depends on the protocol

If exchange is converged separately and only \(W_p\) is sampled, then \(c_{-1}=2\pi(\epsilon^{-1/2}-1)\) and the same steps give \(\Delta_N\to-C\,h\,(1-\epsilon^{-1/2})/2\pi>0\) on fine grids (tested). The error is also positive on all six grids of the table. At \(N=12\) it is \(0.26\) eV, and the cancellation moves to \(N^*=16.2\).

An \(N\times N\times1\) grid evaluates the nonzero points at \(k_z=0\), where \(S=\sinh y/(\cosh y-1)=\coth(y/2)\equiv c\) and \(u=c/(1+xc)=1/[\tanh(y/2)+x]\ge u_{\rm iso}\). Keep the \(\Gamma\) column as before. On coarse grids little changes, \(-0.024\) eV in place of \(-0.028\) eV at \(N=12\), because \(\tanh(hL/2)\) is near one and \(x\) dominates. For \(qL\ll1\), however, \(u\to1/[q(L/2+r_0)]=2/(L\epsilon q)\), and \(\int dq\,u\) diverges logarithmically at the lower end \(q\sim h\). Halving \(h\) adds \((2/L\epsilon)\ln2\), while the \(\Gamma\) cell loses \(4\ln(1+\sqrt2)/(2\pi\sqrt\epsilon)\) times the change in \(h\). From \(N=200\) to \(400\) both the sum and this law give \(0.193\) eV. The total error accordingly turns upward, from \(-0.120\) eV at \(N=24\) to \(-0.052\) eV at \(N=48\), and since it grows without bound it crosses zero a second time beyond \(N=48\). That second agreement is as accidental as the first.

Converged exchange combined with correlation at \(k_z=0\) samples \(W_p\propto c/(1+xc)-c=[c/(1+xc)-1]-(c-1)\). The excess \(c-1>0\) of the bare in-phase image interaction is subtracted with nothing in exchange to balance it. At \(N=12\), \(\Delta_N\) drops from \(0.26\) eV to \(-0.016\) eV, and the total is \(-0.148-0.016=-0.164\) eV. At this spacing and grid both errors are negative, so nothing cancels. On finer grids \(c/(1+xc)-c\to-(2/Lq)(1-1/\epsilon)\), so \(\Delta_N\) falls without bound, by about \((2/L)(1-1/\epsilon)\ln2\approx1.1\) eV for each halving of \(h\) once \(hL\ll1\). On coarser grids \(c-1=2/(e^{qL}-1)\) dies off exponentially at the sampled points, \(\Delta_N\) is positive again, and a cancellation is possible in this protocol too.

### Beyond the static limit, and the limits of the model

Restoring \(\delta\), the gap contribution per pole is \(-2g^2/(\Omega+\delta)\). On the imaginary axis \(W_p(i\nu)=-2\Omega g^2/(\nu^2+\Omega^2)\), and partial fractions give
\[
\int_0^\infty\!\frac{d\nu}{(\nu^2+\delta^2)(\nu^2+\Omega^2)}=\frac{\pi}{2}\,\frac{1/\delta-1/\Omega}{\Omega^2-\delta^2}=\frac{\pi}{2\,\delta\,\Omega(\Omega+\delta)},
\]
so \(\frac2\pi\int_0^\infty d\nu\,\frac{\delta}{\delta^2+\nu^2}W_p(i\nu)=-2g^2/(\Omega+\delta)\). Hence \(u\to1+\frac2\pi\int_0^\infty d\nu\,\frac{\delta}{\delta^2+\nu^2}[u(i\nu)-1]\) for any set of poles. The weight is positive, and \(u_L<u_{\rm iso}\) holds at each \(\nu\) with \(r_0\) replaced by \(r_0(i\nu)>0\), so \(\Delta_L<0\) survives. With \(r_0(i\nu)=r_0/(1+\nu^2/\omega_0^2)\), \(\omega_0=4\) eV and \(m=0.5\,m_e\) for both bands, the program finds \(\Delta_L=-0.148\) eV, \(\Delta_N=0.118\) eV, total \(-0.030\) eV and \(N^*=11.1\), nearly the static values. A factor \(Z<1\) would scale both errors alike and leave \(N^*\) in place, to the extent that it is equal for both edges and insensitive to \(L\) and \(N\).

The sheet has no thickness and no out-of-plane polarizability, so the formulas need \(L\) and \(1/q\) large against the layer thickness. The worked case does not meet this for a layer several Å thick, since \(1/h=5.7\) Å at \(N=12\). Replace the sheet by a uniform slab 6 Å thick with in-plane dielectric constant \(1+2r_0/d\) and the charge at its midplane. The signs survive, but at \(L=15\) Å, \(N=12\) one finds \(\Delta_L=-0.15\) eV, \(\Delta_N=0.05\) eV, a total of \(-0.10\) eV and \(N^*\approx8.6\). An out-of-plane dielectric constant of 6 in that slab moves \(\Delta_L\) to \(-0.19\) eV. The near match at 15 Å and 12×12 is thus a property of the sheet with these parameters. They assume a gapped layer, since a metal has \(\chi\) finite at \(q\to0\). The values of \(N^*\) belong to this model and these \(\Gamma\)-cell rules, and a code that treats that cell differently has a different \(\Delta_N\).

For your calculation the decisive check needs no model: change \(L\) at fixed grid, then the grid at fixed \(L\). If the gap rises with vacuum and falls with grid density by amounts larger than your tolerance, the 15 Å, 12×12 value is not converged, and agreement with the isolated-layer gap is no evidence that it is. The converse does not hold: the \(N\times N\times1\) total passes through a minimum, moving only from \(-0.109\) to \(-0.120\) eV between \(N=18\) and \(24\), so a flat grid test over a short range does not prove convergence. Within this model such agreement is a cancellation of the kind found near \(N^*(L)\); in a real calculation errors in \(E_0\) can contribute as well. The program and its output, printed below, contain the tests and numbers for the sheet model; the slab figures are not part of them.

## Values computed for the example and the checks

```
a = 3.0 A, r0 = 40.0 A, sigma = 2.0 A, E0 = 2.0 eV, L = 15.0 A, N = 12
recoil check: mass = 0.5 m_e, w0 = 4.0 eV
e2 = 14.3996 eV A, hbar^2/2m_e = 3.8100 eV A^2
h = 0.1745 1/A, hL = 2.618, r0 h = 6.981
eps = 6.3333, eps^-1/2 = 0.3974
Z(1/2) = -3.9003, 4 ln(1+sqrt2) = 3.5255, C = -0.3748, Z(-1/2) = -0.2288
at q = h/2 = 0.0873 1/A: u_iso 0.2227, u_stack 0.2169, u_head 0.4440
isolated long-wavelength term = 1.0035 eV
isolated converged gap = 3.0035 eV = 0.11038 Ha
overscreening dL = -0.1479 eV = -0.00544 Ha
Gamma-cell error = 0.1661 eV
  of which from freezing f = 0.0080 eV
other-cell error = -0.0463 eV
undersampling dN = 0.1199 eV = 0.00440 Ha
untruncated coarse gap = 2.9755 eV = 0.10935 Ha
untruncated k-converged gap = 2.8556 eV
cancelling N* = 11.17, sign change of dN at N = 23.48
N scan at L = 15 A (eV): N, Gamma, other, dN, total, total NxNx1, trunc eps=1, trunc cured
  6  0.7085 -0.0531  0.6554  0.5075  0.5076  2.0063 -0.0532
  9  0.3119 -0.0500  0.2619  0.1140  0.1150  1.1823 -0.0503
 12  0.1661 -0.0463  0.1199 -0.0281 -0.0244  0.7955 -0.0473
 18  0.0635 -0.0386  0.0249 -0.1230 -0.1089  0.4387 -0.0420
 24  0.0304 -0.0317 -0.0013 -0.1492 -0.1197  0.2787 -0.0377
 48  0.0045 -0.0162 -0.0117 -0.1596 -0.0521  0.0809 -0.0265
L scan at N = 12: L (A), eps, dL (eV), dN (eV), total (eV), N*
  10  9.000 -0.1953  0.0633 -0.1320   8.38
  15  6.333 -0.1479  0.1199 -0.0281  11.17
  20  5.000 -0.1182  0.1741  0.0559  13.77
  30  3.667 -0.0826  0.2696  0.1870  18.61
  60  2.333 -0.0394  0.4600  0.4206  31.34
N = 400: dN = -1.7821 meV, fine-grid law = -1.7870 meV
NxNx1 growth from N = 200 to 400 = 0.1933 eV, law = 0.1933 eV
exchange exact: dN = 0.2585 eV, N* = 16.20
exchange exact, correlation at kz = 0: dN = -0.0159 eV
with recoil: dL = -0.1482 eV, dN = 0.1177 eV, total = -0.0304 eV, N* = 11.09
```
